# Labelling finite Lorentz representations and reading off their spins, part 1

(Sections cited here and not found follow in the second part.)

## Half one: from two-component spinors to the labels (j₁, j₂)

Suppose a massive spin-1 particle is to be described by a four-component field $V^\mu$. Before any amplitude is computed, one has to decide whether all four components may be kept as independent. A spin-1 particle has three spin states, so if the field also contains a piece of another spin, a condition must remove it. The same decision arises for a spinor: are two components enough, or does the calculation need four? The first answer follows from how rotations and boosts act together on the components; the second also depends on whether spatial inversion must act on them.

### The algebra, taken from four-vectors

I use $\hbar=c=1$, coordinates $(t,x,y,z)$ numbered $0,1,2,3$, and the metric $(+,-,-,-)$. Transformations are active: they move the object, not the axes. Repeated indices are summed unless they label a fixed generator. A rotation by angle $\theta$ and a boost of rapidity $\eta$ along $z$ are

$$x'=x\cos\theta-y\sin\theta,\qquad y'=x\sin\theta+y\cos\theta,$$
$$t'=t\cosh\eta+z\sinh\eta,\qquad z'=z\cosh\eta+t\sinh\eta .$$

The speed of the boost is $v=\tanh\eta$. Write the transformations as $\exp(-i\theta J_3)$ and $\exp(-i\eta K_3)$. A generator is then $i$ times the derivative of the matrix at zero parameter. Let $e_{\mu\nu}$ be the matrix with a one in row $\mu$, column $\nu$, and zeros elsewhere, so that $e_{\mu\nu}e_{\rho\sigma}=\delta_{\nu\rho}e_{\mu\sigma}$. Differentiating, and doing the same for the other axes, gives

$$K_i=i(e_{0i}+e_{i0}),\qquad J_i=-i\,\epsilon_{iab}\,e_{ab},$$

where Latin indices run over 1, 2, 3. For example, $J_3=-i(e_{12}-e_{21})$.

Start with two boosts. In the product $K_iK_j$ the terms $e_{0i}e_{0j}$ and $e_{i0}e_{j0}$ vanish, because a time index meets a space index. What remains is

$$K_iK_j=i^2(e_{0i}e_{j0}+e_{i0}e_{0j})=-(\delta_{ij}e_{00}+e_{ij}),$$
$$[K_i,K_j]=-(e_{ij}-e_{ji}).$$

From the definition of $J_k$ and $\epsilon_{ijk}\epsilon_{kab}=\delta_{ia}\delta_{jb}-\delta_{ib}\delta_{ja}$,

$$i\epsilon_{ijk}J_k=i(-i)\epsilon_{ijk}\epsilon_{kab}e_{ab}=e_{ij}-e_{ji}.$$

Thus $[K_i,K_j]=-i\epsilon_{ijk}J_k$.

For a rotation and a boost,

$$J_iK_j=(-i)(i)\epsilon_{iab}e_{ab}(e_{0j}+e_{j0})=\epsilon_{iaj}e_{a0},$$
$$K_jJ_i=(i)(-i)(e_{0j}+e_{j0})\epsilon_{iab}e_{ab}=\epsilon_{ijb}e_{0b}.$$

Since $\epsilon_{iaj}=-\epsilon_{ija}$, subtraction gives $-\epsilon_{ija}(e_{a0}+e_{0a})$. The bracket is $K_a/i=-iK_a$, so the commutator is $i\epsilon_{ija}K_a$.

For two rotations, the space block has elements $(J_i)_{ab}=-i\epsilon_{iab}$. Hence

$$(J_iJ_j)_{ac}=-\epsilon_{iab}\epsilon_{jbc}=\delta_{ij}\delta_{ac}-\delta_{ic}\delta_{aj},$$

and $[J_i,J_j]$ has elements $\delta_{ia}\delta_{jc}-\delta_{ic}\delta_{ja}$, which is $e_{ij}-e_{ji}=i\epsilon_{ijk}J_k$. Collecting the three results,

$$[J_i,J_j]=i\epsilon_{ijk}J_k,\quad [J_i,K_j]=i\epsilon_{ijk}K_k,\quad [K_i,K_j]=-i\epsilon_{ijk}J_k. \tag{1}$$

Any set of six matrices obeying (1) is a representation of the Lorentz algebra. The matrices need not be $4\times4$.

The nonzero right side of the last relation is what separates relativistic boosts from slow ones. To see this, restore $c$. A slow boost has $\eta\approx v/c$, so the generator belonging to the velocity itself is $G_i=K_i/c$. With the time coordinate taken as $t$ rather than $ct$, its four-vector matrix is $i(e_{0i}/c^2+e_{i0})$, which stays finite and nonzero as $c\to\infty$. Then $[G_i,G_j]=-i\epsilon_{ijk}J_k/c^2$, which vanishes as $c\to\infty$ at fixed $J$. Slow boosts commute in that limit, while relativistic boosts along different axes produce a rotation.

### The simple case: two components

For a spin-1/2 object the rotation generators are $J_i=\sigma_i/2$, where $\sigma_i$ are the Pauli matrices and $[\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k$. The boost generators must behave as a vector under rotations. Try $K_i=\kappa\,\sigma_i/2$ with a number $\kappa$. The second relation in (1) then holds for every $\kappa$. The third requires

$$[K_i,K_j]=\kappa^2\, i\epsilon_{ijk}\frac{\sigma_k}{2}=\kappa^2\,i\epsilon_{ijk}J_k=-i\epsilon_{ijk}J_k .$$

So $\kappa^2=-1$, and there are two solutions, $\kappa=-i$ and $\kappa=+i$. They agree under rotations and differ under boosts. A label that records the spin alone cannot separate them.

Now look at $J_i\pm iK_i$. For $\kappa=-i$ we have $iK_i=J_i$. The half-sum $(J_i+iK_i)/2$ equals $\sigma_i/2$, and the half-difference $(J_i-iK_i)/2$ is zero. For $\kappa=+i$ the two exchange roles. Each spinor is therefore a spin 1/2 under one combination and a spin 0 under the other. This suggests using the two combinations in general.

### Two commuting angular momenta

Define, in any representation,

$$A_i=\tfrac12(J_i+iK_i),\qquad B_i=\tfrac12(J_i-iK_i). \tag{2}$$

We need $[K_i,J_j]=-[J_j,K_i]=-i\epsilon_{jik}K_k=i\epsilon_{ijk}K_k$. Then

$$\begin{aligned}
[A_i,A_j]&=\tfrac14\big([J_i,J_j]+i[J_i,K_j]+i[K_i,J_j]-[K_i,K_j]\big)\\
&=\tfrac14\,i\epsilon_{ijk}\,(J_k+iK_k+iK_k+J_k)=i\epsilon_{ijk}A_k .
\end{aligned}$$

The last $J_k$ has a plus sign because the minus from $i^2$ meets the minus in $[K_i,K_j]$. Replacing $K$ by $-K$ leaves (1) unchanged and turns $A$ into $B$, so $[B_i,B_j]=i\epsilon_{ijk}B_k$. For the mixed commutator $i(-i)=+1$ multiplies the last term:

$$\begin{aligned}
[A_i,B_j]&=\tfrac14\big([J_i,J_j]-i[J_i,K_j]+i[K_i,J_j]+[K_i,K_j]\big)\\
&=\tfrac14\,i\epsilon_{ijk}\,(J_k-iK_k+iK_k-J_k)=0 .
\end{aligned}$$

The inverse relations are

$$J_i=A_i+B_i,\qquad K_i=-i(A_i-B_i). \tag{3}$$

The factor $i$ in (2) matters. Real rotation angles and rapidities multiply $J$ and $K$, whereas $A$ and $B$ are complex combinations. They live in the complexified algebra, which is sufficient for classifying complex matrix representations. It does not make a boost into an ordinary rotation.

The slow-boost limit shows where the construction stops working. In terms of $G_i$ the definition reads $A_i=(J_i+icG_i)/2$. With finite, nonzero $G_i$ this has no limit as $c\to\infty$. The splitting depends on the nonzero commutator of two boosts.

### Every irreducible representation has two labels

Let $V$ be a nonzero finite-dimensional complex space on which (1) acts irreducibly: no subspace other than $\{0\}$ and $V$ is carried into itself by all generators. I do not assume that any generator is Hermitian. Introduce $A_\pm=A_1\pm iA_2$ and likewise $B_\pm$. From $[A_3,A_1]=iA_2$ and $[A_3,A_2]=-iA_1$,

$$[A_3,A_\pm]=iA_2\pm A_1=\pm A_\pm,$$
$$[A_+,A_-]=-i[A_1,A_2]+i[A_2,A_1]=2A_3 .$$

The matrix $A_3$ has at least one eigenvector, because the space is complex and finite-dimensional. Its eigenspace is carried into itself by $B_3$, which commutes with $A_3$. So $B_3$ has an eigenvector inside it, and this is a joint eigenvector. Acting with $A_+$ raises the $A_3$ eigenvalue by one and leaves the $B_3$ eigenvalue alone. There are finitely many eigenvalues, so repeated raising reaches a last nonzero vector. Do the same with $B_+$. Since $B_+$ commutes with $A_+$, the first condition survives. We end with a nonzero $v$ for which

$$A_+v=B_+v=0,\qquad A_3v=av,\qquad B_3v=bv .$$

Next go down. I claim that for $m\ge1$

$$A_+A_-^m v=m(2a-m+1)A_-^{m-1}v. \tag{4}$$

For $m=1$, $A_+A_-v=[A_+,A_-]v=2av$, as claimed. Suppose (4) holds for $m-1$. Moving $A_+$ past one $A_-$, and using that $A_-^{m-1}v$ has $A_3$ eigenvalue $a-m+1$, gives

$$\begin{aligned}
A_+A_-^m v&=A_-A_+A_-^{m-1}v+2A_3A_-^{m-1}v\\
&=\big[(m-1)(2a-m+2)+2(a-m+1)\big]A_-^{m-1}v .
\end{aligned}$$

Since $2(a-m+1)=(2a-m+2)-m$, the bracket is $m(2a-m+2)-m=m(2a-m+1)$. This proves (4).

Lowering must also stop. Let $M$ be the largest integer for which $A_-^Mv\ne0$. Equation (4) with $m=M+1$ has zero on the left, so $(M+1)(2a-M)=0$ and $a=M/2$. Call this value $j_1$. The same argument for $B$ gives $b=j_2$. Both are taken from $0,\tfrac12,1,\tfrac32,\ldots$

Consider the vectors

$$v_{mn}=A_-^mB_-^nv,\qquad 0\le m\le2j_1,\quad 0\le n\le2j_2 .$$

None vanishes: applying $A_+^mB_+^n$ returns $v$ times a product of the factors in (4) and their $B$ counterparts, all nonzero in this range. They have different pairs of eigenvalues $(j_1-m,\,j_2-n)$, so they are linearly independent. Every $A_i$ and $B_i$ maps their span into itself, and by irreducibility the span is $V$. Therefore

$$\dim V=(2j_1+1)(2j_2+1). \tag{5}$$

The action on the basis is fixed by $j_1$ and $j_2$, so two irreducible representations with the same labels are equivalent.

Every pair of labels occurs. Let $S_i^{(j)}$ be the usual Hermitian spin-$j$ matrices and take

$$A_i=S_i^{(j_1)}\otimes1,\qquad B_i=1\otimes S_i^{(j_2)} .$$

Equation (3) then gives $J$ and $K$. In this space one vector, up to a factor, is killed by both raising operators. Any nonzero invariant subspace contains such a vector, by the raising argument, and hence contains everything obtained from it by lowering. The representation is irreducible.

Test the result on its smallest members. For $(0,0)$, $A=B=0$, so the single component does not change: a scalar. A two-dimensional case needs $(2j_1+1)(2j_2+1)=2$, which leaves $(\tfrac12,0)$ and $(0,\tfrac12)$. They are the two solutions $\kappa=-i$ and $\kappa=+i$. The trial form used earlier therefore missed no irreducible two-component representation.

### The spins inside one pair of labels

Ordinary rotations are generated by $J=A+B$. Finding the spins in $(j_1,j_2)$ is thus the addition of two angular momenta. Use the Hermitian spin matrices above. Then $J$ is Hermitian, the orthogonal complement of a rotation-invariant subspace is also invariant, and the space splits into ordinary spins.

Take $j_1\ge j_2$; the other case follows by exchange. Let $N(M)$ be the number of pairs $(m_1,m_2)$ with $m_1+m_2=M$. For $M\ge0$, the condition $m_1=M-m_2\le j_1$ requires $m_2\ge M-j_1$, while $m_1\ge-j_1$ holds automatically. Counting $m_2$ from the larger of $-j_2$ and $M-j_1$ up to $j_2$,

$$N(M)=\min(2j_2+1,\;j_1+j_2-M+1),\qquad 0\le M\le j_1+j_2,$$

for values of $M$ that differ from $j_1+j_2$ by an integer. Above $j_1+j_2$ the number is zero. A spin $s$ contributes one state at each $M=-s,\ldots,s$, so the number of copies of spin $s$ is $N(s)-N(s+1)$. This is one when $j_1-j_2\le s\le j_1+j_2$ and zero otherwise. Hence

$$(j_1,j_2)\;\longrightarrow\;|j_1-j_2|\oplus(|j_1-j_2|+1)\oplus\cdots\oplus(j_1+j_2), \tag{6}$$

with each spin once. If $j_2=0$, the list has the single entry $j_1$. The dimensions also agree. With $s=j_1-j_2+n$ and $n=0,\ldots,2j_2$,

$$\sum_s(2s+1)=(2j_2+1)(2j_1-2j_2+1)+2j_2(2j_2+1)=(2j_1+1)(2j_2+1).$$

A rotation by $2\pi$ multiplies a state by $e^{-2\pi i(m_1+m_2)}$. As $m_1+m_2$ differs from $j_1+j_2$ by an integer, the factor is $(-1)^{2(j_1+j_2)}$ for the whole representation. It is $-1$ for a two-component spinor.

## Half two: spinors, vectors and field strengths

The symbols carried over are the rotation generators $J_i$, the boost generators $K_i$, and $A_i=(J_i+iK_i)/2$, $B_i=(J_i-iK_i)/2$. The sets $A$ and $B$ are commuting angular momenta with $J=A+B$ and $K=-i(A-B)$. An irreducible finite-dimensional representation is labelled $(j_1,j_2)$, has dimension $(2j_1+1)(2j_2+1)$, and contains each spin from $|j_1-j_2|$ to $j_1+j_2$ once. A finite active transformation is $\exp(-i\boldsymbol\theta\cdot\mathbf J-i\boldsymbol\zeta\cdot\mathbf K)$; for a pure boost, $\boldsymbol\theta=0$, the length of $\boldsymbol\zeta$ is the rapidity. As before, $\hbar=c=1$.

One boost will serve throughout: speed $v=0.6$ along $z$. Its Lorentz factor and rapidity are

$$\gamma=\frac1{\sqrt{1-0.36}}=1.25,\qquad \zeta=\tfrac12\ln\frac{1+0.6}{1-0.6}=\ln2=0.6931 .$$

Thus $e^\zeta=2$, $\cosh\zeta=\gamma=1.25$ and $\sinh\zeta=\gamma v=0.75$.

### Weyl spinors: one spin, two kinds of boost

For $(\tfrac12,0)$, $A=\boldsymbol\sigma/2$ and $B=0$, so $K=-i\boldsymbol\sigma/2$. This is called the left-handed spinor. For $(0,\tfrac12)$ the sign is reversed, $K=+i\boldsymbol\sigma/2$, and the spinor is right-handed. Their finite transformation matrices are

$$M_L=e^{-i\boldsymbol\theta\cdot\boldsymbol\sigma/2-\boldsymbol\zeta\cdot\boldsymbol\sigma/2},\qquad
M_R=e^{-i\boldsymbol\theta\cdot\boldsymbol\sigma/2+\boldsymbol\zeta\cdot\boldsymbol\sigma/2}. \tag{7}$$

Each has rotation content $\tfrac12$. At zero rapidity the two matrices coincide.

Boost a spinor whose spin points up along $z$. The left-handed amplitude is multiplied by $e^{-\zeta/2}=1/\sqrt2=0.707$, the right-handed one by $e^{\zeta/2}=\sqrt2=1.414$. If each squared norm is initially 1, they become 0.5 and 2. The matrix representing a boost is not unitary, so $\psi^\dagger\psi$ is not a Lorentz scalar.

A scalar can be made from one spinor of each kind. Taking the adjoint of $M_L$ reverses the sign of its rotation term and keeps that of its boost term. Inverting the result reverses both, which gives $(M_L^\dagger)^{-1}=M_R$. Therefore $M_R^\dagger M_L=1$, and $\psi_R^\dagger\psi_L$ is invariant. In the example, the two factors multiply to $0.707\times1.414=1$ to the digits shown.

Every irreducible finite-dimensional representation of the Lorentz algebra is now labelled by a pair $(j_1,j_2)$, and the two Weyl spinors have the same spin but opposite, non-unitary boosts. It remains to ask whether another inner product could make boosts unitary, what parity requires of spinors, and how four-vectors and field strengths fit the labels, which will settle the condition on $V^\mu$.
